# Zero Stress and the Quadratic Flexural Phonons of a Crystal Layer

In a model honeycomb sheet, raising the out-of-plane force constants between second neighbours by 0.1 % turns the flexural frequencies imaginary for all wave numbers below 0.63 nm⁻¹. The on-site constants were readjusted, so that a uniform shift of the sheet still costs no energy. The rule that has been broken is the one that ties the force constants to the membrane stress.

## What the invariances fix

Let \(E\) be the internal energy of a large finite piece of a layer, \(\mathbf r_i\) the equilibrium position of atom \(i\), \(g_{i\alpha}=\partial E/\partial r_{i\alpha}\) and \(\Phi_{i\alpha,j\beta}=\partial^2E/\partial r_{i\alpha}\partial r_{j\beta}\). External forces may hold the edge; every interior atom has \(g_i=0\). The force constants have finite range. The layer is first taken flat, \(z_i=0\), with mirror symmetry in its plane, so that out-of-plane motion decouples from in-plane motion. Write \(\Phi_{ij}\) for \(\Phi_{iz,jz}\).

**Translation.** A uniform shift leaves every gradient unchanged, hence
\[
\sum_j\Phi_{ij}=0. \tag{1}
\]

**Rotation, first order.** Turn the sheet by a small angle \(\theta\) about the in-plane \(y\) axis. To first order atom \(j\) moves by \(u_{jz}=\theta x_j\). The gradient turns with the sheet and acquires the \(z\) component \(\theta g_{ix}\). Therefore
\[
\sum_j\Phi_{ij}x_j=g_{ix}=0\quad\text{(interior)}. \tag{2}
\]
With one atom per cell, inversion symmetry already guarantees (2), so (2) cannot by itself forbid a linear branch.

**Rotation, second order.** The full rotation is \(x_i\to x_i\cos\theta\), \(z_i\to x_i\sin\theta\), that is \(u_{iz}=\theta x_i\) and \(u_{ix}=-\tfrac12\theta^2x_i\) to second order. The energy does not change:
\[
0=-\tfrac12\theta^2\sum_i g_{ix}x_i+\tfrac12\theta^2\sum_{ij}x_i\Phi_{ij}x_j .
\]
The sum \(\sum_i g_{ix}x_i\) is the derivative of \(E\) under the stretch \(x_i\to(1+\varepsilon)x_i\). By definition of the membrane stress it equals \(S\sigma_{xx}\), with \(S\) the sheet area, up to an edge term proportional to the sheet's length. On the other side insert
\[
x_ix_j=\tfrac12x_i^2+\tfrac12x_j^2-\tfrac12(x_i-x_j)^2 .
\]
The first two terms vanish by (1). The last involves pair separations alone, so its bulk part is a sum over cells. Dividing by the number of cells, and letting the sheet grow, gives for cell area \(A\)
\[
-\tfrac12\sum_{i\in\text{cell}}\sum_j\Phi_{ij}(x_i-x_j)^2=A\sigma_{xx}. \tag{3}
\]
The same holds for any in-plane direction, which fixes the whole tensor \(\sigma_{ab}\). Setting its right side to zero gives Huang's condition for the out-of-plane force constants; the in-plane constants have conditions of their own, which are not needed here. A taut sheet satisfies (1) and (2) but has a non-zero second moment.

## From the moments to the dispersion

Take \(u_{jz}=v_s e^{i\mathbf q\cdot\mathbf r_j-i\omega t}\), where \(s\) labels the sublattice of \(j\). The equation of motion is \(C(\mathbf q)v=\omega^2mv\), with \(m\) the diagonal mass matrix and
\[
C_{ss'}=\sum_{j\in s'}\Phi_{ij}e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_i)}=C_0+C_1+C_2+\dots,\qquad i\in s .
\]
Here \(C_n\) is of order \(q^n\) and contains the \(n\)th moment with the factor \(i^n/n!\). Let \(e=(1,1,\dots)^T\), \(M=e^Tme\) the cell mass and \(\rho=M/A\). Equations (1) and (2) read \(C_0e=0\) and \(C_1e=0\); since each \(C_n\) is Hermitian, also \(e^TC_0=e^TC_1=0\). Assume that \(C_0\) is positive for all relative sublattice motions.

Expand \(v=e+v_1+v_2+\dots\) and \(\omega^2=\lambda_1+\lambda_2+\dots\), the components \(v_n\) being chosen orthogonal to \(e\). At order \(q\), projection on \(e\) gives \(\lambda_1=0\), and then \(C_0v_1=0\) gives \(v_1=0\). At order \(q^2\),
\[
C_0v_2+C_2e=\lambda_2me .
\]
Multiplying by \(e^T\) removes \(C_0v_2\). The remaining second moment is (3). Odd orders are absent from \(\omega^2\), because \(C(-\mathbf q)=C(\mathbf q)^*\) has the same eigenvalues as \(C(\mathbf q)\). Hence
\[
\rho\omega^2=\sigma_{ab}q_aq_b+O(q^4). \tag{4}
\]
Tension gives a linear branch of speed \(\sqrt{\sigma/\rho}\), with \(\sigma\) the stress along \(\mathbf q\). Compression gives an instability at long wavelength.

Now let \(\sigma_{ab}=0\). Then \(\lambda_2=0\), and \(v_2=-C_0^+C_2e\), where \(C_0^+\) is the inverse on the space orthogonal to \(e\). At order \(q^3\) the projection contains \(e^TC_1v_2=0\) and \(e^TC_3e\), which vanishes because exchanging the two atoms of a pair reverses its sign. Hence \(\lambda_3=0\). At order \(q^4\),
\[
C_0v_4+C_1v_3+C_2v_2+C_4e=\lambda_4me,
\]
and projection on \(e\) removes the first two terms:
\[
\rho\omega^2=\kappa q^4+O(q^6),\qquad
A\kappa q^4=e^TC_4e-(C_2e)^TC_0^+(C_2e). \tag{5}
\]
There is no \(q^5\) term, for the same reason that (4) has no \(q^3\) term. For \(\kappa>0\) the branch is \(\omega=\sqrt{\kappa/\rho}\,q^2\). In general \(\kappa\) may depend on direction.

The last term of (5) is the energy gained when sublattices shift against each other in a bent sheet. The coefficient is the static bending rigidity: a wave \(w=w_0\cos qx\) stores \(\tfrac14\kappa q^4w_0^2\) per area, the mean of \(\tfrac12\kappa(w'')^2\). A wide cylinder of radius \(R\) therefore stores \(\kappa/(2R^2)\) per area.

## Layers with thickness

If atoms lie at different heights, a tilt also moves them sideways. The rotation field per unit angle is \(D_i=(-z_i,0,x_i)\), and the second-order displacement is \(-\tfrac12\theta^2(x_i,0,z_i)\). The previous argument now gives
\[
\sum_{ij}D_i^T\Phi_{ij}D_j=\sum_i(x_ig_{ix}+z_ig_{iz}),
\]
with \(3\times3\) blocks \(\Phi_{ij}\). The \(z\) term comes from edge atoms at bounded height, so it grows like the edge length and drops out per cell. The blocks need not be symmetric: bond-angle forces in a buckled layer give \(\Phi_{ix,jz}\ne\Phi_{iz,jx}\). Split each block into a symmetric part and an antisymmetric part, whose \(xz\) element \(a_{ij}=\tfrac12(\Phi_{ix,jz}-\Phi_{iz,jx})\) obeys \(a_{ji}=-a_{ij}\) and, by translation invariance, \(\sum_ja_{ij}=0\). The symmetric part turns into pair differences as before. The antisymmetric part contributes \(a_{ij}(x_iz_j-z_ix_j)\), and \(x_iz_j-z_ix_j=-(z_i+z_j)(x_j-x_i)+z_jx_j-z_ix_i\), where the last two terms sum to zero. The \(a_{ij}\) vanish for central springs but not in general. Per cell,
\[
-\tfrac12\sum_{i\in\text{cell}}\sum_j(D_i-D_j)^T\Phi_{ij}(D_i-D_j)-\sum_{i\in\text{cell}}\sum_ja_{ij}(z_i+z_j)(x_j-x_i)=A\sigma_{xx}. \tag{6}
\]

For \(\mathbf q\) along \(x\) use the plate-like trial wave \(u_j=(-iqz_j,0,1)e^{iqx_j}\). Its differences satisfy
\[
e^{-iqx_i}(u_j-u_i)=iq(D_j-D_i)+O(q^2).
\]
In the quadratic form per cell, \(\sum_{i\in\text{cell}}\sum_ju_i^\dagger\Phi_{ij}u_j\), translation invariance turns the symmetric part into \(-\tfrac12\) times the sum over pair differences, which begins with \(q^2\) times the first sum in (6). The antisymmetric part is the sum of \(iq\,a_{ij}(z_i+z_j)e^{iq(x_j-x_i)}\); its order \(q\) cancels under exchange of \(i\) and \(j\), and its order \(q^2\) is \(-q^2a_{ij}(z_i+z_j)(x_j-x_i)\), which supplies the second term of (6). The form therefore begins with \(A\sigma_{xx}q^2\). Changing \(q\) to \(-q\) conjugates both the trial amplitudes and the dynamical matrix, so the real form is even and has no \(q^3\) term. Rayleigh's principle bounds the lowest \(\omega^2\) by this form divided by the trial wave's mass norm, which is at least \(M\). With zero stress the lowest branch thus obeys \(\omega\le\text{const}\cdot q^2\), which excludes a linear law for this branch. The coefficient in this bound can exceed the rigidity, because the trial wave has not been relaxed.

## A sheet in numbers

The example is a honeycomb sheet with bond length \(d=0.142\) nm, atomic mass 12.011 u, \(A=0.05239\) nm² and \(\rho=7.614\times10^{-7}\) kg/m². Springs of 1500 and 500 eV/nm² join first and second neighbours, the latter at \(a=\sqrt3d\). First-neighbour bonds carry a tension \(t=20\) eV/nm. Second-neighbour bonds carry \(t_2=-t/(2\sqrt3)=-5.774\) eV/nm, which makes the total stress \(3(td+2t_2a)/(2A)\) vanish. Each atom also has a pucker energy \(\tfrac12C|\sum\mathbf d|^2\), with \(C=140\) eV/nm² and the sum over its three bond vectors.

A bond under tension \(t\) contributes \(-t/r\) to \(\Phi_{ij}\). For heights \(w\), the pucker sum at atom \(i\) is \(\sum_jw_j-3w_i\). First neighbours get \(-3C\) from each of their two pucker terms; second neighbours get \(+C\) from the atom between them. Thus
\[
\Phi_1=-6C-\frac td=-980.85,\qquad
\Phi_2=C-\frac{t_2}{a}=163.47\ \text{eV/nm}^2 .
\]
Over the two atoms of a cell, \(\sum x^2\) is \(3d^2\) for the first shell and \(18d^2\) for the second. The shares in (3), divided by \(A\), are
\[
-\frac{3d^2\Phi_1}{2A}=566.29,\qquad
-\frac{9d^2\Phi_2}{A}=-566.29\ \text{eV/nm}^2 .
\]
These shares are not separate mechanical stresses, since the pucker term enters both and cancels between them.

**Rigidity.** For a uniform amplitude the pucker sum is \(-\tfrac34d^2q^2\) to leading order. Its energy in the two terms per cell contributes \(\tfrac98Cd^4\) to \(A\kappa\). A tense bond has energy \((t/2r)|e^{i\mathbf q\cdot\mathbf r}-1|^2\), whose fourth-order part is \(-(t/24r)(\mathbf q\cdot\mathbf r)^4\). Three bonds at 60° or 120° to one another give \(\sum(\mathbf q\cdot\mathbf r)^4=\tfrac98q^4r^4\), hence \(-\tfrac3{64}tr^3q^4\) per set. One set has length \(d\) and two have length \(a\). Zero stress means \(2t_2a=-td\), so \(td^3+2t_2a^3=-2td^3\). The energy is \(\tfrac12A\kappa q^4\), and equal sublattices need no shift at order \(q^2\). Therefore
\[
\kappa=\frac1A\left(\frac98Cd^4+\frac3{16}td^3\right)
=\frac{0.0640+0.0107}{0.05239}\ \text{eV}=1.43\ \text{eV}.
\]
The nonlinear energy of the sheet rolled to \(R=30\) nm gives the same value. With \(\sqrt{\kappa/\rho}=0.548\) nm²/ps, the harmonic frequencies \(\omega/2\pi\), from diagonalizing \(C(\mathbf q)\) along \(x\), compare with the quadratic law as follows.

| \(q\) (nm⁻¹) | full model (THz) | \(q^2\) law (THz) |
|---|---:|---:|
| 0.5 | 0.0218 | 0.0218 |
| 1 | 0.0871 | 0.0872 |
| 2 | 0.347 | 0.349 |
| 4 | 1.368 | 1.396 |

At 2 nm⁻¹ the phonon energy is 1.44 meV. The law is 0.5 % above the full model there and 2 % above it at 4 nm⁻¹. This fourfold growth is what the \(q^6\) term in (5) gives.

**Unlike sublattices.** Change the pucker constants to 200 and 80 eV/nm² and the second-neighbour tensions to \(-9\) and \(-2.547\) eV/nm. Their sums, and so the unrelaxed rigidity of 1.43 eV, stay the same. A height difference \(\delta\) between the sublattices now has energy \(Gq^2\delta+\tfrac12K_0\delta^2\) per cell, with
\[
G=\tfrac94d^2(C_A-C_B)+\tfrac34a(t_A-t_B)=4.25\ \text{eV},
\]
\[
K_0=9(C_A+C_B)+3t/d=2943\ \text{eV/nm}^2 .
\]
The minimum is \(-G^2q^4/(2K_0)\), so \(\kappa\) falls by \(G^2/(AK_0)=0.117\) eV to 1.31 eV. Omitting the relaxation would overestimate the rigidity by 9 %.

## Using the rules on computed force constants

The opening error can now be read off. The on-site correction has zero separation and does not enter (3). The error creates a false stress of \(0.001\times(-566.29)=-0.566\) eV/nm². Balancing it against bending in \(\rho\omega^2=\sigma q^2+\kappa q^4\) gives the edge of the unstable range, \(\sqrt{0.566/1.427}=0.63\) nm⁻¹. The most negative \(\omega^2\) lies near this edge divided by \(\sqrt2\), where the imaginary frequency has magnitude 0.017 THz.

To repair a flat layer's constants, collect the independent \(\Phi_{ij}\) in a vector \(f\), and write (1), (2) and the three components of (3) as \(Bf=b\), keeping linearly independent rows. Minimizing \(\tfrac12|\delta f|^2\) subject to \(B(f+\delta f)=b\) makes \(\delta f\) a combination \(B^T\mu\) of the rows. The constraint determines \(\mu\), hence
\[
\delta f=B^T(BB^T)^{-1}(b-Bf).
\]
For an unstressed layer \(b=0\). If the reference cell is strained, the second-moment entries of \(b\) must contain its actual stress; setting them to zero would erase the real effect of that stress.

The atoms must be relaxed as well. With residual forces \(C_1e\ne0\), so \(v_1=-C_0^+C_1e\), and \(M\lambda_2\) acquires the term \(-(C_1e)^\dagger C_0^+(C_1e)\). This term is never positive and can imitate compression.

## Strain, support and temperature

**Strain.** Stretching the example sheet equally in both directions by 0.1 %, with all spring parameters fixed, produces \(\sigma=2.60\) eV/nm², from the derivative of its energy. By (4) the branch starts linearly at \(\sqrt{\sigma/\rho}=739\) m/s. Tension outweighs bending below \(\sqrt{\sigma/\kappa}=1.35\) nm⁻¹.

**Support.** A rigid substrate with restoring stiffness \(K\) per area breaks translation invariance and gives \(\rho\omega^2=K+\kappa q^4\). The rough value \(K=10^{20}\) N/m³ opens a gap of 1.8 THz and dominates bending below \((K/\kappa)^{1/4}=4.6\) nm⁻¹.

**Thermal ripples.** Let \(h\) be the height. Bending creates the in-plane strain \(\tfrac12\partial_ih\partial_jh\). For a strain wave along \(\mathbf k\), in-plane displacements can relax every component except the one transverse to \(\mathbf k\). What remains is uniaxial stretching, with energy density \(\tfrac Y8(P_{ij}\partial_ih\partial_jh)^2\), where \(P\) projects transverse to \(\mathbf k\) and \(Y\) is the two-dimensional Young modulus. The uniform part relaxes at free edges.

Keep one factor of a chosen wave \(\mathbf q\) from each bracket, in four ways, and average the other two with the classical harmonic weight \(k_BT/(\kappa p^4)\), \(\mathbf p=\mathbf k-\mathbf q\). Since \(P\mathbf k=0\), comparison with \(\tfrac12\kappa q^4|h_q|^2\) gives
\[
\delta\kappa=\frac{Yk_BT}{\kappa}\int\frac{d^2k}{(2\pi)^2}\frac{\sin^4\varphi}{|\mathbf k-\mathbf q|^4}
=\frac{3Yk_BT}{16\pi\kappa q^2},
\]
with \(\varphi\) the angle between \(\mathbf k\) and \(\mathbf q\). For \(k=\tau q\) the remaining dimensionless integral is \(\int_0^\infty\tau\,d\tau\int_0^{2\pi}f^2d\varphi\) with \(f=\sin^2\varphi/(1+\tau^2-2\tau\cos\varphi)\). For \(\tau<1\) the Fourier series is
\[
f=\tfrac12+\tfrac12\tau\cos\varphi-\tfrac12(1-\tau^2)\sum_{m\ge2}\tau^{m-2}\cos m\varphi ,
\]
so the angular integral of \(f^2\) is \(\tfrac\pi2+\tfrac\pi4[\tau^2+(1-\tau^2)]=\tfrac{3\pi}4\). For \(\tau>1\), \(f(\tau)=\tau^{-2}f(1/\tau)\) makes it \(3\pi/(4\tau^4)\). The radial integrals over the two ranges give \(\tfrac12+\tfrac12\), so the total is \(3\pi/4\); numerical quadrature agrees.

The model's in-plane sound speeds, 10.94 and 19.83 km/s, give the shear modulus \(\mu=\rho v_T^2\) and the axial modulus \(L=\rho v_L^2\). Then \(Y=4\mu(L-\mu)/L=254\) N/m, or 1583 eV/nm². At 300 K, \(\delta\kappa/\kappa=(q_T/q)^2\) with \(q_T=1.09\) nm⁻¹. The correction is 7.5 % at 4 nm⁻¹. Near and below \(q_T\) it is no longer small, and neither this first-order estimate nor the harmonic law can be trusted for a free sheet.

The bending rigidity and the two-dimensional Young modulus are of the order of graphene's, which are roughly 1.5 eV and 340 N/m. The model is not fitted to graphene: its Poisson ratio, \(1-2\mu/L=0.39\), is well above that of the real material. The model's modulus is about a quarter low; the larger value, at fixed \(\kappa\), would raise \(q_T\) by about 16 %. In a supported device the layer is not free: on a rigid substrate with the stiffness above, the frequency at \(q=0\) moves from zero to 1.8 THz. A real substrate yields and carries sound away. If it acts as an elastic half-space of acoustic impedance \(Z\) (density times longitudinal sound speed), the motion at \(q=0\) obeys \(\omega^2+i(K/Z)\omega=K/\rho\), whose roots have the imaginary part \(-K/(2Z)\), a nominal full width \(K/(2\pi Z)\) in frequency. For silica, with \(Z\approx1.3\times10^7\) kg/(m² s), this is about 1.2 THz, comparable to the frequency itself. At such damping the line is not Lorentzian, so this width gives only the order of magnitude, and the rigid-substrate gap is only a rough guide. In a suspended device, strain and thermal ripples limit the quadratic range from below, and tension in turn weakens the ripples. Polar layers with unscreened power-law forces need a separate treatment, because the moment expansion used here assumes finite range.
